# Why oxide core levels shift with thickness while band offsets stay fixed

A photoemission hole adds charge to an oxide film; the neutral ground state contains no such charge. This difference, together with dimensions, fixes the form of the answer. Let a hole of charge \(q\) sit at depth \(u\) in a film of thickness \(d\), with local dielectrics on both sides. The electrostatic response is linear, so the induced potential is proportional to \(q\) and its energy with the hole to \(q^2\). In atomic units an energy is charge squared over length, and the only lengths are \(u\) and \(d\). Hence

\[
W(u,d)=\frac{q^2}{d}\,w\!\left(\frac ud\right),
\]

where the dimensionless \(w\) depends on the permittivities. Setting \(q=0\) removes \(W\). A core-level binding energy can therefore depend on thickness through the hole it creates, while a band offset defined in the neutral ground state has no such contribution.

**What is being measured**

Here "band offset" means the difference of the two bulk valence edges, joined by the ground-state electrostatic potential step between the materials. The film is neutral and field-free, and the interface chemistry and the Fermi level do not change with \(d\).

The core binding energy \(B\), referred to the Fermi level of the grounded substrate, is the total energy with a core hole minus that without it, the removed electron being placed at the Fermi level. The hole polarizes its surroundings. For a polarization coordinate \(x\) with stiffness \(\kappa\) and coupling \(g\),

\[
E(x)=\tfrac12\kappa x^2+qgx,\qquad x_{\min}=-\frac{qg}{\kappa},\qquad
E_{\min}=-\frac{q^2g^2}{2\kappa}.
\]

The induced potential at the hole is \(\phi=gx_{\min}=-qg^2/\kappa\), so \(E_{\min}=\tfrac12q\phi\). The half arises because creating the polarization costs half of the interaction energy gained. Summing over modes preserves it. Subtracting the same energy for unbounded oxide and setting \(q=1\) gives \(W=\tfrac12\phi_{\rm ind}\). Positive \(W\) raises the binding energy.

Which permittivity enters depends on the speed of the response. Let a mode have quantum \(\omega\), and let the hole switch on a coupling \(\gamma\):

\[
H=\omega b^\dagger b+\gamma(b+b^\dagger)
=\omega c^\dagger c-R,\qquad c=b+\frac{\gamma}{\omega},\quad R=\frac{\gamma^2}{\omega}.
\]

The initial state obeys \(b|0\rangle=0\), hence \(c|0\rangle=(\gamma/\omega)|0\rangle\). It is a coherent state of the displaced mode. The lines lie at \(-R+n\omega\) with Poisson weights of mean \(S=R/\omega\), so their average is \(-R+S\omega=0\).

Take \(R=0.5\) eV. For \(\omega=10\) eV, \(S=0.05\): the line at \(-0.5\) eV carries 95% of the weight and is fully relaxed. For \(\omega=0.04\) eV, \(S=12.5\), and numerical diagonalization puts the strongest line at \(-0.02\) eV. With \(S\ll1\), fast electronic polarization shifts the main line; with \(S\gg1\), slow lattice polarization mainly broadens it. A stiff phonon can have \(S\) near 1: for \(R=0.1\) eV and \(\omega=0.15\) eV, \(S=0.67\) and the strongest resolved line lies at \(-R\). If the measured line is much wider than \(\omega\), the sidebands merge and the peak returns towards the unshifted average; for a Gaussian width of 1 eV (FWHM) it is displaced by only 6% of \(R\). For core lines that do not resolve the phonons, the permittivities below are therefore electronic ones, not the larger static values that govern a gate capacitance.

**The solvable film**

Vacuum occupies \(z<0\), oxide of permittivity \(\varepsilon\) fills \(0<z<d\), and a substrate of permittivity \(\varepsilon_s\) fills \(z>d\), with \(1<\varepsilon<\varepsilon_s\). Free-carrier screening in the substrate over distances of order \(d\) is neglected. This is safe when the Debye length far exceeds \(d\); for \(\varepsilon_s=12\) at 300 K it is about 130 Å at \(10^{17}\) cm\(^{-3}\) but only about 40 Å at \(10^{18}\) cm\(^{-3}\). For lateral wave number \(k\), Poisson's equation for a unit hole at \(z=u\) is

\[
-(\varepsilon(z)\phi_k')'+\varepsilon(z)k^2\phi_k=4\pi\delta(z-u).
\]

Its solution in the oxide is

\[
\phi_k=\frac{2\pi}{\varepsilon k}
\left[e^{-k|z-u|}+Ae^{-kz}+Be^{-k(d-z)}\right].
\]

At the surface let the wave arriving from inside have amplitude \(I\), and let the vacuum wave be \(Ce^{kz}\). Continuity of potential and of normal displacement gives \(I+A=C\) and \(\varepsilon(I-A)=C\). Thus \(A=r_vI\), and the interface works the same way with \(\varepsilon_s\) replacing 1:

\[
r_v=\frac{\varepsilon-1}{\varepsilon+1}>0,\qquad
r_s=\frac{\varepsilon-\varepsilon_s}{\varepsilon+\varepsilon_s}<0.
\]

Each arriving wave contains the direct field and the reflection from the other boundary:

\[
A=r_v(e^{-ku}+Be^{-kd}),\qquad
B=r_s(e^{-k(d-u)}+Ae^{-kd}).
\]

With \(p=r_vr_s\), substituting each equation into the other gives

\[
A=\frac{r_ve^{-ku}+pe^{-k(2d-u)}}{1-pe^{-2kd}},\qquad
B=\frac{r_se^{-k(d-u)}+pe^{-k(d+u)}}{1-pe^{-2kd}}.
\]

The induced part at the hole is \(Ae^{-ku}+Be^{-k(d-u)}\), multiplied by \(2\pi/(\varepsilon k)\). The lateral Fourier integral has measure \(k\,dk/2\pi\), which cancels that factor of \(2\pi/k\). Including the half,

\[
W=\frac1{2\varepsilon}\int_0^\infty dk\,
\frac{r_ve^{-2ku}+r_se^{-2k(d-u)}+2pe^{-2kd}}{1-pe^{-2kd}}.
\]

Now expand the denominator as \(\sum_{n\ge0}p^ne^{-2nkd}\) and use \(\int_0^\infty e^{-2ka}dk=1/(2a)\). The last term in the numerator sums to a logarithm because \(\sum_{m\ge1}p^m/m=-\ln(1-p)\):

\[
W=\frac1{4\varepsilon}\sum_{n=0}^\infty p^n
\left[\frac{r_v}{u+nd}+\frac{r_s}{d-u+nd}\right]
-\frac{\ln(1-p)}{2\varepsilon d}.
\]

This has the form required at the start. The first vacuum image raises the binding energy, since vacuum screens less than oxide. The first substrate image lowers it.

For numbers in eV and angstrom, multiply by \(14.40\) eV Å. Take round values \(\varepsilon=4\), \(\varepsilon_s=12\), so \(r_v=0.6\), \(r_s=-0.5\), \(p=-0.3\). A hole at \(u=4.5\) Å in a 15 Å film has first-image energies

\[
\frac{14.40(0.6)}{4(4)(4.5)}=0.120\ {\rm eV},\qquad
\frac{14.40(-0.5)}{4(4)(10.5)}=-0.043\ {\rm eV}.
\]

The repeated images and the logarithm contribute \(-0.034\) eV, leaving \(W=0.043\) eV.

**Which way the level moves**

The electrostatic energy of a fixed charge density \(\rho\) is the minimum of \(\int D^2/(8\pi\varepsilon)\,d^3r\) over displacement fields with \(\nabla\cdot\mathbf D=4\pi\rho\). Raising \(\varepsilon\) anywhere lowers the integral for every allowed field, or leaves it unchanged, so the minimum cannot rise. A small ball of charge keeps the energies finite, and its unbounded-oxide reference does not depend on \(d\).

At fixed depth below the surface, thickening replaces substrate by less polarizable oxide: the binding energy rises. At fixed height above the interface, thickening replaces vacuum by more polarizable oxide: the binding energy falls. The direction thus depends on which atom is followed.

For large \(d\) at fixed \(u\), write \(L=-\ln(1-p)\). Beyond the first vacuum image, replace each denominator by its multiple of \(d\). The vacuum series gives \(r_vL\), the substrate series \(r_sL/p=L/r_v\), and the logarithm \(2L\):

\[
W\simeq\frac{r_v}{4\varepsilon u}
+\frac{L}{4\varepsilon d}\left(r_v+2+\frac1{r_v}\right)
=\frac{r_v}{4\varepsilon u}+\frac{L(1+r_v)^2}{4\varepsilon r_vd}.
\]

Here \(L<0\), so the limit is approached from below. At fixed height \(s=d-u\), exchange \(r_v\) with \(r_s\) and \(u\) with \(s\); since \(r_s<0\), the correction becomes positive. If the substrate is a perfect conductor, \(r_s=-1\) and this \(1/d\) correction vanishes: the hole and its opposite image form a dipole, whose distant field falls faster than that of a charge.

**What a core-level offset measurement returns**

The substrate core hole is screened through the film as well. Let it lie a distance \(t\) below the interface. In the oxide, a wave of amplitude \(F\) leaves the interface, and \(r_vFx\) returns from the surface, with \(x=e^{-2kd}\). For incident and reflected substrate amplitudes \(I\) and \(J\),

\[
I+J=F(1+r_vx),\qquad
\varepsilon_s(I-J)=\varepsilon F(1-r_vx).
\]

Eliminating \(F\) gives

\[
\frac JI=\frac{-r_s+r_vx}{1-px}
=-r_s+\frac{(1-r_s^2)r_vx}{1-px}.
\]

The same \(k\) integration, now with \(e^{-2kt}/(2\varepsilon_s)\), yields

\[
W_s=\frac1{4\varepsilon_s}\left[-\frac{r_s}{t}
+(1-r_s^2)r_v\sum_{n=0}^\infty\frac{p^n}{t+(n+1)d}\right].
\]

Let \(\Delta E_v=E_v^{\rm sub}-E_v^{\rm ox}\). Each measured core binding energy is the bulk core-to-valence separation, plus the Fermi energy minus the valence edge, plus the image energy. If the bulk separations are measured by photoemission, they can contain image energies of their own; here they are taken to be free of them. Subtracting the substrate value from the oxide value, and removing these separations, gives

\[
\Delta E_v^{\rm app}=\Delta E_v+\langle W\rangle-\langle W_s\rangle.
\]

The averages below use atomic planes 3 Å apart, the first 1.5 Å from each boundary, with weights \(e^{-u/\lambda}\) and \(e^{-t/\lambda}\), \(\lambda=20\) Å. Columns two and three hold \(W\) for \(\varepsilon=4\), at 4.5 Å below the surface and 4.5 Å above the interface. The last two hold the offset error \(\langle W\rangle-\langle W_s\rangle\) for two oxide permittivities. Energies are in eV.

| \(d\) (Å) | surface | interface | error, \(\varepsilon=4\) | error, \(\varepsilon=2\) |
|---:|---:|---:|---:|---:|
| 9 | −0.034 | −0.034 | −0.028 | −0.296 |
| 15 | 0.043 | −0.079 | −0.002 | −0.173 |
| 30 | 0.085 | −0.094 | 0.024 | −0.058 |
| 60 | 0.103 | −0.097 | 0.043 | 0.011 |

At 9 Å the two chosen positions coincide. The fixed-position columns then separate towards their thick-film limits, 0.120 and −0.100 eV. The averages also change because a thicker film adds planes to the sample.

Between 9 and 60 Å the apparent offset grows by 0.07 eV for \(\varepsilon=4\) and by 0.31 eV for \(\varepsilon=2\). At 4.5 Å from a boundary, lowering \(\varepsilon\) from 4 to 2 changes the first vacuum-image energy only from 0.120 to 0.133 eV, but the first substrate-image energy from −0.100 to −0.286 eV. The interface therefore pulls harder on the thin-film average. The near-zero error at 15 Å for \(\varepsilon=4\) is a cancellation, and a thick film need not have zero error, because surface planes retain positive \(W\). The sharp-boundary continuum is least reliable for the planes next to either boundary: its image energy diverges as the distance to the boundary goes to zero. The averages inherit this sensitivity. Moving either boundary by 0.5 Å relative to the planes puts the growth between 0.03 and 0.12 eV for \(\varepsilon=4\) and between about 0.23 and 0.45 eV for \(\varepsilon=2\), and can reverse the sign of the \(\varepsilon=4\) error at 9 Å. In all these cases the apparent offset still grows with thickness, and grows more for \(\varepsilon=2\); the individual table entries are not fixed to the digits shown.

**The offset without the hole**

The absence of \(W\) from the ground state does not by itself show that the interface dipole is independent of \(d\). A mean-field model can examine this. It has 14 substrate layers and 8, 12 or 16 oxide layers, 3 Å apart, each with a valence and a conduction orbital and two electrons. The orbital energies are \(\pm1.5\) eV in the substrate and \(-1\pm4\) eV in the oxide. Neighbouring layers are coupled by \(-0.3\) eV between valence orbitals, \(+0.3\) eV between conduction orbitals, and \(\pm1\) eV between unlike orbitals, with opposite signs for the two orders. Lateral dispersion is omitted. The layer charges, spread over 12 Å\(^2\) per cell, generate a potential that is iterated to self-consistency.

The bulk valence edges, before the potential step, differ by 3.500 eV. The self-consistent step contributes −0.651 eV, giving an offset of 2.849 eV at 24, 36 and 48 Å, with a spread below \(10^{-5}\) eV. Over the same thicknesses, the separate dielectric model with \(\varepsilon=4\) gives \(W=0.075\), 0.091 and 0.098 eV at \(u=4.5\) Å. The interface dipole has settled while the image energy is still changing.

**Separating screening from a real level shift**

A valence hole in the film can carry \(W\) too. The induced interaction is harmonic in each position inside the oxide, so averaging it over a spherical charge gives its value at the centre. A compact spherical valence hole that stays inside the film therefore has the same \(W\) as a core hole at that centre, and their energy separation is unchanged. The local valence removal energy moves, but the offset defined above does not. This equality need not hold for an extended hole.

Suppose instead that a potential raises all electron levels at a site by \(v\), while screening changes by \(\delta W\). Removing \(q\) electrons, with \(q=-1\) meaning one added, changes the total energy by \(\delta E(q)=-qv+q^2\delta W\). For an Auger final state with two core holes on that site, the kinetic energy is \(K=E(1)-E(2)\), so

\[
\delta B=-v+\delta W,\qquad
\delta K=v-3\delta W,\qquad
\delta(B+K)=-2\delta W.
\]

The local gap for separately added charges, \(E(1)+E(-1)-2E(0)\), changes by \(2\delta W\). A rigid potential cancels from both combinations. For the site 4.5 Å below the surface with \(\varepsilon=4\), going from 9 to 60 Å gives \(\delta W=0.103-(-0.034)=0.137\) eV. At that site the Auger parameter \(B+K\) should then fall by 0.27 eV and the local gap widen by 0.27 eV. Measured lines average over depth. If core and Auger electrons have different escape depths, a field across the film can change the measured \(B+K\) without any change in screening.

If \(B\) at one site shifts while \(B+K\) at that site stays fixed, this model assigns the shift to potential, as from trapped charge or a moved Fermi level. Such a shift still need not be an offset change: a field across the film moves levels in proportion to distance without altering the dipole at the interface. Changes in composition or permittivity with thickness lie outside the model and can affect both the levels and their screening.

Numerical values quoted here were computed with a short program.
